\section*{Sigmoidal Alexander-Haasen creep of dislocation-poor semiconductors at constant resolved stress}

\section{The laws and the single variable}

Q: Creep can start fast and slow down as a material hardens. Why should a semiconductor crystal with few dislocations start slowly, accelerate and then slow down?

A: Because at the start it has too few carriers of strain. Take single slip at temperature $T$ under a resolved shear stress $\tau$ that is held constant. Let $N$ be the dislocation density (line length per volume), all of it mobile, $b$ the Burgers vector, $v$ the mean glide speed and $\gamma$ the plastic shear. A length $N$ per unit volume sweeping at speed $v$ gives
\begin{equation}
\dot\gamma=bNv .
\label{orowan}
\end{equation}
This is kinematics. Multiplication raises $N$, while the growing internal stress lowers $v$. Whether their product has one maximum must be derived.

Q: Then I want the other laws, and I want to know which are assumptions.

A: All three are. They are
\begin{align}
v&=B\tau_e^m,\qquad B\propto e^{-Q/k_BT},\quad m>0,\label{vel}\\
\tau_e&=\tau-A\sqrt N,\qquad A=\alpha Gb,\label{taylor}\\
\dot N&=K\tau_e Nv.\label{mult}
\end{align}
Equation (\ref{vel}) describes thermally activated glide with activation energy $Q$. In (\ref{taylor}), $G$ is the shear modulus and $\alpha$ a number below one. The stress of a dislocation at distance $r$ is of order $Gb/r$, and the mean spacing is $N^{-1/2}$, hence the form $Gb\sqrt N$. Letting this stress oppose every dislocation equally is a mean-field step.

Q: And the factor $\tau_e$ in (\ref{mult})?

A: A dislocation that glides a distance $ds$ adds new line in proportion to the area it sweeps, so $dN=\delta N\,ds$, where $\delta$ is an inverse length. A pinned segment must be about $Gb/\tau_e$ long to bow out and act as a source. If $\delta$ scales as the inverse of that length, then $\delta=K\tau_e$. This argument gives the form and not the size of $K$, which is a material parameter.

Q: You have two coupled rates and a stress that depends on $N$. Can this be solved without a computer?

A: Yes, because everything depends on the back stress as a fraction of the applied stress. Define
\begin{equation}
x=\frac{A\sqrt N}{\tau},\qquad \tau_e=\tau(1-x),\qquad N=\frac{\tau^2x^2}{A^2}.
\end{equation}
Since $x\propto N^{1/2}$, we have $\dot x/x=\dot N/(2N)$. From (\ref{mult}) and (\ref{vel}), $\dot N/N=KB\tau_e^{m+1}$. Therefore
\begin{equation}
\dot x=\frac k2\,x(1-x)^{m+1},\qquad k=KB\tau^{m+1}.
\label{xdot}
\end{equation}
Substituting $N$ and $v$ in (\ref{orowan}) gives
\begin{equation}
\dot\gamma=R\,x^2(1-x)^m,\qquad R=\frac{bB\tau^{m+2}}{A^2}.
\label{rate}
\end{equation}
For $0<x<1$ the right side of (\ref{xdot}) is positive, so $x$ rises. It does not reach 1 in a finite time, because $\int dx/(1-x)^{m+1}$ diverges there.

\section{The inflection}

Q: A rising factor times a falling factor could still have several maxima.

A: Differentiate:
\begin{align}
\frac{d\dot\gamma}{dx}&=R\left[2x(1-x)^m-mx^2(1-x)^{m-1}\right]\nonumber\\
&=R\,x(1-x)^{m-1}\left[2-(m+2)x\right].
\end{align}
The factor before the last bracket is positive, and the bracket changes sign once. Since $\ddot\gamma=(d\dot\gamma/dx)\,\dot x$ with $\dot x>0$, the curve $\gamma(t)$ has its one possible inflection at
\begin{equation}
x_*=\frac{2}{m+2},\qquad \tau_e=\frac{m}{m+2}\,\tau .
\end{equation}
The crystal passes this point only if it starts below it, $x_0<x_*$, which means
\begin{equation}
N_0<N_*=\left[\frac{2\tau}{(m+2)A}\right]^2 .
\end{equation}
That is what ``dislocation-poor'' means here. Above $N_*$ the creep rate falls from the first moment.

Q: How much of this rests on your multiplication law?

A: The value of $N_*$ does not. Equation (\ref{rate}) contains no $K$, so any law that carries $N$ upward through $N_*$ gives the same inflection density and the same maximum rate. With $1-x_*=m/(m+2)$,
\begin{equation}
\dot\gamma_*=R\,\frac{4}{(m+2)^2}\,\frac{m^m}{(m+2)^m}
=\frac{4m^m}{(m+2)^{m+2}}\,\frac{bB\tau^{m+2}}{A^2}.
\label{peak}
\end{equation}
The stress exponent of the maximum rate is thus $m+2$: $m$ from the speed and 2 from the density that the stress can support. Its activation energy is $Q$ if $A$ does not vary with temperature.

Q: The strain at the inflection must depend on the whole history.

A: Time drops out on dividing (\ref{rate}) by (\ref{xdot}):
\begin{equation}
\frac{d\gamma}{dx}=\frac{2R}{k}\,\frac{x}{1-x}=\Gamma\left[\frac1{1-x}-1\right],\qquad \Gamma=\frac{2b\tau}{KA^2}.
\end{equation}
Integration from $x_0$, where $\gamma=0$, gives
\begin{equation}
\gamma=\Gamma\,[g(x)-g(x_0)],\qquad g(x)=-\ln(1-x)-x .
\label{strain}
\end{equation}
At the inflection,
\begin{equation}
\gamma_*=\Gamma\left[\ln\frac{m+2}{m}-\frac{2}{m+2}-g(x_0)\right].
\end{equation}
The mobility factor $B$ has cancelled. With $K$ and $A$ fixed, heating the crystal makes it reach the same inflection strain sooner. Here $K$ does matter: faster multiplication means less strain before the back stress takes over.

\section{Time}

Q: When does the inflection come?

A: Separate (\ref{xdot}) and split off the singular part at small $x$:
\begin{equation}
\frac{1}{x(1-x)^{m+1}}=\frac1x+\frac{(1-x)^{-m-1}-1}{x}.
\end{equation}
Then
\begin{align}
t&=\frac2k\,[J(x)-J(x_0)],\label{time}\\
J(x)&=\ln x+\int_0^x\frac{(1-s)^{-m-1}-1}{s}\,ds .
\end{align}
For $m=1$ the integrand is $1/(1-s)+1/(1-s)^2$, so
\begin{equation}
J(x)=\ln\frac{x}{1-x}+\frac{x}{1-x}\qquad(m=1).
\label{Jone}
\end{equation}
Setting $x=x_*$ gives the inflection time $t_*$. The tangent at the inflection cuts the time axis at the incubation time $t_i=t_*-\gamma_*/\dot\gamma_*$.

Q: So $t_*$ varies as $\tau^{-(m+1)}$, through $k$?

A: Not quite. If the stress is changed with $N_0$ fixed, $x_0\propto1/\tau$ changes too. Since $x_0J'(x_0)=(1-x_0)^{-m-1}$, we have $dJ(x_0)/d\ln\tau=-(1-x_0)^{-m-1}$, and
\begin{equation}
\frac{d\ln t_*}{d\ln\tau}=-(m+1)+\frac{(1-x_0)^{-m-1}}{J(x_*)-J(x_0)} .
\label{texp}
\end{equation}
A higher stress speeds up growth but also raises the density that must be reached. The temperature dependence is simpler: at fixed $\tau$, $N_0$, $K$ and $A$, $t_*\propto1/B$, with activation energy $Q$.

\section{The two ends of the curve}

Q: What does the first part look like?

A: While $x\ll1$, $\dot N=kN$, so $N=N_0e^{kt}$. The speed is $B\tau^m=k/(K\tau)$, and integrating $bNv$ gives
\begin{equation}
\gamma\simeq\frac{bN_0}{K\tau}\left(e^{kt}-1\right).
\label{early}
\end{equation}

Q: A sigmoid should end on a plateau. Where is it?

A: There is none in this model. Put $u=1-x$. For $u\ll1$, (\ref{xdot}) becomes $\dot u\simeq-(k/2)u^{m+1}$, hence
\begin{equation}
\frac{d}{dt}u^{-m}=-mu^{-m-1}\dot u\simeq\frac{mk}{2},\qquad u\simeq\left(\frac{mkt}{2}\right)^{-1/m}.
\end{equation}
Inserting this in (\ref{strain}), with $x\to1$ and the small $g(x_0)$ dropped, gives
\begin{equation}
\gamma\simeq\Gamma\left[\frac1m\ln\frac{mkt}{2}-1\right],\qquad \dot\gamma\simeq\frac{\Gamma}{mt}.
\label{late}
\end{equation}
The density saturates but the strain grows logarithmically. The curve is sigmoidal in the sense that it has one inflection between an accelerating and a decelerating part.

Q: Which assumption removes the plateau?

A: The factor $\tau_e$ in (\ref{mult}). As it vanishes, each new dislocation costs more and more glide. Replace $K\tau_e$ by a constant $\delta$. Then $dN=\delta Nv\,dt$ and $d\gamma=b\,dN/\delta$, so the strain stops at
\begin{equation}
\gamma_{\rm sat}=\frac b\delta\left(\frac{\tau^2}{A^2}-N_0\right).
\end{equation}
The inflection density is unchanged, but now there is a plateau.

Q: And steady creep?

A: That needs the density to stop rising while some effective stress is left. A loss of dislocations can do this. Suppose that in each glide step $ds$ a fraction $ds/W$ of the dislocations leaves through the surface, so that $W$ is a mean glide path. This adds $-vN/W$ to (\ref{mult}). With $a=1-1/(WK\tau)$,
\begin{equation}
K\tau_e-\frac1W=K\tau(a-x),\qquad \dot x=\frac k2\,x(1-x)^m(a-x).
\end{equation}
For $x_0<a$, $x$ now stops at $a$, and the rate settles at $Ra^2(1-a)^m$. The maximum is still passed if $x_0<x_*<a$, at the unchanged rate (\ref{peak}). The strain there follows from $d\gamma/dx=\Gamma x/(a-x)=\Gamma[a/(a-x)-1]$:
\begin{equation}
\gamma_*^{W}=\Gamma\left[a\ln\frac{a-x_0}{a-x_*}-x_*+x_0\right].
\end{equation}

\section{Numbers in the regime of silicon}

Q: Put in numbers for a real material.

A: I choose inputs of the order of those of silicon, not measured data, for $1100$ K and $\tau=5$ MPa: $b=0.384$ nm, $G=60$ GPa, $\alpha=0.3$, $K=3\times10^{-4}$ m/N, $m=1$, $Q=2.2$ eV, and $v=(2000\ {\rm m/s})(\tau_e/{\rm MPa})\,e^{-Q/k_BT}$. The initial density is $10^4$ cm$^{-2}$. Then $A=6.912$ N/m, $x_0=0.0138$, and the speed at full stress is $0.833$ $\mu$m/s. The scales are
\begin{align}
k&=(3\times10^{-4})(5\times10^6)(0.833\times10^{-6})\nonumber\\
&=1.25\times10^{-3}\ {\rm s^{-1}},\\
\Gamma&=\frac{2(3.84\times10^{-10})(5\times10^6)}{(3\times10^{-4})(6.912)^2}=0.268,
\end{align}
and $R=1.67\times10^{-4}$ s$^{-1}$. With $x_*=2/3$,
\begin{align}
\gamma_*&=0.268\,(\ln3-2/3)=0.116,\\
\dot\gamma_*&=\tfrac{4}{27}R=2.48\times10^{-5}\ {\rm s^{-1}}.
\end{align}
The term $g(x_0)\simeq x_0^2/2\simeq10^{-4}$ is negligible. From (\ref{Jone}), $J(x_*)=\ln2+2=2.69$ and $J(x_0)=-4.25$, so
\begin{equation}
t_*=\frac{2(6.95)}{1.25\times10^{-3}\ {\rm s^{-1}}}\simeq1.11\times10^4\ {\rm s}=3.1\ {\rm h}.
\end{equation}
The incubation time is about $6500$ s. The density at the inflection is $2.3\times10^7$ cm$^{-2}$, over two thousand times the initial one. Along the curve:
\begin{center}
\begin{tabular}{cccc}
$x$ & $t$ (s) & $\gamma$ & $\dot\gamma$ (s$^{-1}$)\\
0.05 & 2180 & 0.0003 & $4.0\times10^{-7}$\\
0.40 & 7230 & 0.030 & $1.6\times10^{-5}$\\
$2/3$ & 11120 & 0.116 & $2.5\times10^{-5}$\\
0.90 & 24740 & 0.376 & $1.4\times10^{-5}$
\end{tabular}
\end{center}

Q: Do your limits describe this curve?

A: Roughly, where they should. At $2180$ s, (\ref{early}) gives $0.00036$ against $0.00032$. At $24740$ s, (\ref{late}) gives a rate of $1.1\times10^{-5}$ s$^{-1}$, about 20\% below the full solution. The logarithmic regime is therefore reached only at large strain, and it would add $0.62$ of shear per decade of time.

Q: All this algebra could hide a wrong factor.

A: Equations (\ref{orowan})--(\ref{mult}) were also integrated directly in time, without using $x$, for $m=1$, $1.5$ and $2$ and otherwise these parameters. The maximum rate agreed with (\ref{peak}) to one part in $10^6$, and the time, density and strain there agreed with the formulas to within $0.05\%$. For $m=1$, runs at $4.75$ and $5.25$ MPa gave stress exponents of $3.000$ for the maximum rate and $-1.852$ for $t_*$. Equation (\ref{texp}) also gives $-1.852$, not $-2$. The numerical output lists these exponents.

\section{What a real specimen changes}

Q: A strain of $0.116$ is not small. The lattice must rotate, and then $\tau$ is not constant.

A: That is a serious objection, and its size can be computed. Consider tension with slip-plane normal and slip direction in one plane with the axis, both initially at $45^\circ$ to it. Shear adds a multiple of the slip direction to the axis vector, so the stretch $\ell$ and the angle $\lambda$ between axis and slip direction obey
\begin{equation}
\ell^2=1+\gamma+\frac{\gamma^2}{2},\qquad \sin\lambda=\frac{1}{\sqrt2\,\ell}.
\end{equation}
At constant true stress the resolved stress is multiplied by $\sin2\lambda$. At constant load the cross-section shrinks as $1/\ell$, and the factor is $\ell\sin2\lambda=\sqrt2\cos\lambda$. At $\gamma=0.116$ these factors are $0.994$ and $1.053$. In silicon this orientation favours one system only narrowly: a second $\{111\}\langle110\rangle$ system carries 94\% of the primary resolved stress at the start, and rotation brings another level with the primary near $\gamma=0.63$. Single slip is assumed here, not shown, and the logarithmic regime at larger strain lies beyond it in such a test.

Q: Five per cent hardly matters.

A: It does. At the inflection the back stress takes two thirds of the applied stress, so at that density $5.3\%$ more resolved stress raises $\tau_e$ by $0.053/(1/3)=16\%$, and the excess keeps growing with strain. Integration at constant load gives a maximum rate 22\% above the model, at a strain of $0.186$ instead of $0.116$. At constant true stress the maximum is 2\% low, at a strain of $0.109$. So, for this orientation and up to the inflection, constant true stress is a good stand-in for constant resolved stress. It is not one later: at $8\times10^4$ s its rate is $0.036$ of its maximum, whereas the model at constant resolved stress is still at $0.15$ of its maximum.

Q: And the surfaces?

A: For $W=10$ mm, $1/(WK\tau)=1/15$ and $a=0.933$. The inflection strain rises to $0.135$ and its time to $12450$ s, increases of 16\% and 12\%. The logarithmic tail is replaced by steady creep at $0.39$ of the maximum rate. The condition $a>x_*$ reads $W>(m+2)/(mK\tau)$, which is 2 mm here. For a shorter glide path at this stress, a crystal that starts below $x_*$ never reaches it, and the maximum is gone. The effect grows quickly near this threshold: for $W=3$ mm the inflection strain is $0.23$, its time about $18000$ s, and the steady rate $0.91$ of the maximum.

Q: How does this stand beside actual silicon?

A: Sigmoidal creep is known in silicon and germanium deformed in single slip, and the values of $Q$ and $m$ used here are typical of silicon to rough accuracy. The speed prefactor is meant only to have the right order of magnitude and may be off by a factor of several; the times found here scale as its inverse. The speed law refers to high-purity crystals: oxygen can lock dislocations at stresses of a few MPa, and heavy doping changes $Q$. An initial density of $10^4$ cm$^{-2}$ is far above that of device wafers, which are nearly dislocation-free; it suits a crystal given dislocations on purpose. In a nearly perfect wafer, dislocations must first nucleate, for example at surfaces or defects. The model does not contain this step, so its times should not be applied there. Of rotation at constant load, rotation at constant true stress and surface loss with $W=10$ mm, the first moves the maximum rate most, by 22\%. If $G$ falls by roughly $10^{-4}$ of its value per kelvin, the factor $A^{-2}$ in (\ref{peak}) raises the apparent activation energy by $2\times10^{-4}\,{\rm K^{-1}}\,k_BT^2=0.02$ eV.

Q: At $1100$ K I would also expect climb.

A: Estimate the climb speed as $D\Omega\tau/(bk_BT)$, with atomic volume $\Omega=2\times10^{-29}$ m$^3$ and an assumed bulk self-diffusivity, meant only to give the order of magnitude, $D=(0.05\ {\rm m^2/s})\,e^{-4.75\,{\rm eV}/k_BT}$. By $t_*$ a dislocation has climbed about $0.002$ nm, against a spacing of $2$ $\mu$m. On this estimate, climb by bulk diffusion is negligible. The model still leaves out slip bands, which make $N$ uneven, slip on other systems, and dislocations that become immobile. Their effects have not been sized here.

\section*{Numbers as computed}
\begin{verbatim}
stress 5.0 MPa, temperature 1100 K, m = 1
b = 0.384 nm, G = 60 GPa, alpha = 0.3
K = 3.0e-04 m/N, Q = 2.2 eV, v prefactor at 1 MPa 2000 m/s
initial density 1.0e+04 cm^-2, initial x = 0.01382
Taylor coefficient A = 6.912 N/m
speed at full stress 0.8326 um/s
growth rate k = 1.2489e-03 1/s, doubling time 555.0 s
strain scale Gamma = 0.2679, rate scale R = 1.6730e-04 1/s
density at full back stress 5.2328e+07 cm^-2
inflection: x = 0.6667, effective stress 1.667 MPa
inflection density 2.3257e+07 cm^-2
inflection strain 0.1157
maximum creep rate 2.4786e-05 1/s
inflection time 11124 s = 3.09 h
incubation time 6456 s
direct integration: time 11124 s, strain 0.1157
direct integration: maximum rate 2.4786e-05 1/s
curve: x, time (s), density (cm^-2), strain, rate (1/s)
  0.050     2180 1.308e+05 0.00032 3.973e-07
  0.200     4992 2.093e+06 0.00617 5.354e-06
  0.400     7230 8.372e+06 0.02967 1.606e-05
  0.667    11124 2.326e+07 0.11570 2.479e-05
  0.800    15437 3.349e+07 0.21684 2.141e-05
  0.900    24742 4.239e+07 0.37575 1.355e-05
stress exponent of maximum rate, integrated 3.0000
stress exponent of inflection time, integrated -1.852
stress exponent of inflection time, formula -1.852
activation energy from rate 2.2000 eV, from time 2.2000 eV
late creep: strain per decade of time 0.617
constant multiplication K*tau: saturation strain 0.1339
surface loss, path 10 mm: final x = 0.9333
  inflection strain 0.1346, time 12453 s
  steady rate / maximum rate 0.392
tension, constant load: peak rate / model 1.220
  at strain 0.1860, time 13131 s
  rate at 80069 s / peak rate 0.373
tension, constant true stress: peak rate / model 0.983
  at strain 0.1091, time 10879 s
  rate at 80069 s / peak rate 0.036
resolved stress factor at model inflection strain, constant load 1.0531
  same, constant true stress 0.9940
climb by inflection 1.65e-03 nm, spacing 2074 nm
modulus softening shifts rate activation energy by 0.021 eV
\end{verbatim}
